\section*{Doping of graphene by a physisorbing metal: charge balance and crossover, part 2}

A metal contact dopes the graphene it covers. The problem is to find the carrier type and Fermi level from the clean metal's work function $W_M$ and that of free, undoped graphene, $W_G$. The sheet is physisorbed, so its Dirac cone survives; the charge is uniform along the surface and the temperature is zero unless stated. Work functions and level shifts are energies in eV, and $e>0$.

The doping is $\Delta=E_D-E_F$, the Dirac-point energy minus the Fermi level, positive for holes. The offset is $u=W_M-W_G-\Delta_c$, where $\Delta_c$ is the vacuum-level lowering by the contact dipole without charge transfer. The crossover between electron and hole doping is at $u=0$. With signed hole density $n$ and Dirac velocity $v$, the balance and its solution are
\begin{equation}
\begin{aligned}
\Delta+\lambda\Delta|\Delta|&=u,\qquad
\Delta=\frac{2u}{1+\sqrt{1+4\lambda|u|}},\\
n&=\frac{\Delta|\Delta|}{\pi\hbar^2v^2},\qquad
\lambda=\frac{e^2z}{\pi\varepsilon_0\hbar^2v^2}.
\end{aligned}
\label{eq:recap}
\end{equation}
The limiting laws are $\Delta\simeq u$ for small $|u|$ and $|\Delta|\simeq\sqrt{|u|/\lambda}$ for large $|u|$. Their ratios to the full law are
\begin{equation}
\frac{|u|}{|\Delta|}=1+\lambda|\Delta|,\qquad
\frac{\sqrt{|u|/\lambda}}{|\Delta|}
=\sqrt{1+\frac1{\lambda|\Delta|}} .
\label{eq:ratios}
\end{equation}

The coordinate $\xi$ runs along the surface normal from metal to graphene. The transferred charge has normalized profiles $g_s$ on the sheet and $g_m$ on the metal, and $z$ is the distance between their centroids. An electron's potential energy $U$ obeys
\begin{equation}
U''(\xi)=\frac{e^2n}{\varepsilon_0}\,[g_s(\xi)-g_m(\xi)] .
\label{eq:poisson}
\end{equation}
Integration gives the total drop towards the vacuum side,
\begin{equation}
\Delta_{\mathrm{tr}}=\frac{e^2nz}{\varepsilon_0}.
\label{eq:step}
\end{equation}
For a thin sheet shifted rigidly by the potential, the work function $W$ of the covered surface satisfies $W-W_G=\Delta$.

The adopted parameters are $W_G=4.5$~eV, $\Delta_c=0.9$~eV, $z=0.9$~\AA{} and $\hbar v=5.964$~eV\,\AA, which give $\lambda=1.457$~eV$^{-1}$. At $|u|=0.5$~eV, $|\Delta|=0.336$~eV. The metal--graphene distance is $3.3$~\AA. The graphene cell area is $A=5.239$~\AA$^2$, the density of states per cell is $D_0|E|$ with $E$ measured from the Dirac point, and $\alpha=e^2/(\varepsilon_0A)$. The lattice comparison uses nearest-neighbour hopping $t=2.8$~eV and carbon--carbon distance $1.42$~\AA.

\subsection{Response to errors in the input}

Differentiating the balance with respect to $u$ at fixed $\lambda$ gives
\begin{equation}
\frac{d\Delta}{du}=\frac1{1+2\lambda|\Delta|}.
\label{eq:response}
\end{equation}
This is a voltage division. The charge separation has the geometric capacitance per area $C_{\mathrm{geo}}=\varepsilon_0/z$. The graphene bands have the quantum capacitance
\begin{equation}
C_Q=e^2\,\frac{d|n|}{d|\Delta|}
=\frac{2e^2|\Delta|}{\pi\hbar^2v^2}.
\end{equation}
Their ratio is $C_Q/C_{\mathrm{geo}}=2\lambda|\Delta|$, and therefore
\begin{equation}
\frac{d\Delta}{du}=\frac{C_{\mathrm{geo}}}{C_{\mathrm{geo}}+C_Q}.
\end{equation}
At $|u|=0.5$~eV the values are $C_{\mathrm{geo}}=0.098$ and $C_Q=0.096$~F/m$^2$, so the response is $0.51$. A small error in $W_M$, $W_G$ or $\Delta_c$ enters $\Delta$ with about half its size there. At the crossover it enters with its full size at zero temperature, or about $0.9$ of it at room temperature, and can change the carrier type.

Combining (\ref{eq:response}) with the first ratio in (\ref{eq:ratios}) gives the local exponent:
\begin{equation}
\frac{d\ln|\Delta|}{d\ln|u|}
=\frac{|u|}{|\Delta|}\,\frac{d|\Delta|}{d|u|}
=\frac{1+\lambda|\Delta|}{1+2\lambda|\Delta|}.
\end{equation}
It falls from $1$ at the crossover towards $\frac12$. At $|u|=0.5$~eV it is $0.75$, midway between the two laws.

An error in $z$ acts through $\lambda\propto z$. Differentiating the balance at fixed $u$ gives
\begin{equation}
\frac{\partial|\Delta|}{\partial\ln z}
=-\frac{\lambda\Delta^2}{1+2\lambda|\Delta|}.
\end{equation}
At $|u|=0.5$~eV this equals $-0.164\times0.505=-0.083$~eV. A $10$ percent increase of $z$ lowers $|\Delta|$ by about $0.008$~eV. This is the effect of $z$ alone. A change of the metal--graphene distance also changes $\Delta_c$ and can move the crossover.

\subsection{What a sheet of finite thickness feels}

The total step depends on the centroids alone, but the Dirac point responds to the potential within the sheet. Since the second derivative of $|\xi|$ is $2\delta(\xi)$, the potential energy of the transferred charge can be written, up to a constant, as
\begin{equation}
U(\xi)=\frac{e^2n}{2\varepsilon_0}
\left[\langle|\xi-\xi_s|\rangle-\langle|\xi-\xi_m|\rangle\right],
\end{equation}
where $\xi_s$ and $\xi_m$ are distributed as the sheet and metal charges. Far inside the metal the bracket equals $z$. Averaging $U$ over the sheet profile and subtracting the result from $U(-\infty)$ gives a drop $e^2nz_D/\varepsilon_0$ with
\begin{equation}
z_D=\frac z2+\frac12\langle|\xi_s-\xi_m|\rangle
-\frac12\langle|\xi_s-\xi_s'|\rangle .
\label{eq:zD}
\end{equation}
Here $\xi_s'$ is a second, independent position in the sheet. To first order in the potential, and if the Dirac states have the profile $g_s$, the Dirac point shifts by this average.

If the two charges do not overlap, $\langle|\xi_s-\xi_m|\rangle=z$. For a Gaussian sheet of standard deviation $\sigma$, the difference $\xi_s-\xi_s'$ is Gaussian with standard deviation $\tau=\sqrt2\,\sigma$. Its mean absolute value is
\begin{equation}
\frac{2}{\tau\sqrt{2\pi}}\int_0^\infty x\,e^{-x^2/2\tau^2}dx
=\tau\sqrt{\frac2\pi}=\frac{2\sigma}{\sqrt\pi},
\end{equation}
so that $z_D=z-\sigma/\sqrt\pi$. For $\sigma=0.3$~\AA{} this gives $0.73$~\AA{} in place of $0.90$~\AA. This width is only illustrative. A layer of carbon $2p_z$ Slater orbitals has a standard deviation near $0.7$~\AA, so the correction can be larger. For non-negative profiles, overlap cannot lower the middle term of (\ref{eq:zD}), because the mean of an absolute value is at least the absolute value of the mean. For the overlapping profiles used in the numerical check, $z_D=0.74$~\AA. These results describe an unpolarized sheet. If $g_s$ also contains an induced polarization, odd about the carbon plane, that moves its centroid by $s$ towards the metal, the Dirac states keep the symmetric profile and feel only half of the step of that dipole. Without overlap this gives $z_D=z-\sigma/\sqrt\pi+s/2$, which can exceed $z$. The sign of $z_D-z$ for real graphene is therefore not fixed by this model.

For an implementation this means that a separation fitted to band shifts is $z_D$, whereas one fitted to the charge-induced change of the vacuum level is $z$. They coincide for a thin sheet that the metal charge does not overlap. For a thick sheet, $\lambda$ must contain $z_D$, $\Delta_c$ must likewise be the lowering felt by the Dirac point, and $W-W_G$ need not equal $\Delta$. The worked example uses the thin-sheet form as a simplification. With $0.73$~\AA{} in place of $0.90$~\AA{} in $\lambda$, the shift at $|u|=0.5$~eV would be $0.353$ instead of $0.336$~eV.

\subsection{Why the contact dipole can lower the vacuum level}

A model of two same-spin electrons shows how a dipole arises without charge transfer. Let $\varphi_M$ and $\varphi_G$ be real, normalized orbitals of the metal and the graphene, with overlap $S=\int\varphi_M\varphi_G\,d\xi$. The density of the antisymmetric state is the sum of the squares of two orthonormal combinations of these orbitals, not of $\varphi_M^2$ and $\varphi_G^2$ themselves. Keep $\varphi_M$ and take the second orbital as $(\varphi_G-S\varphi_M)/\sqrt{1-S^2}$. The sum of the squares is
\begin{equation}
\begin{aligned}
\rho_2&=\varphi_M^2+
\frac{\varphi_G^2-2S\varphi_M\varphi_G+S^2\varphi_M^2}{1-S^2}\\
&=\frac{\varphi_M^2+\varphi_G^2-2S\varphi_M\varphi_G}{1-S^2}.
\end{aligned}
\end{equation}
Subtracting the separate densities leaves
\begin{equation}
\delta\rho_2=\frac{S^2(\varphi_M^2+\varphi_G^2)
-2S\varphi_M\varphi_G}{1-S^2}.
\end{equation}
Its integral is $(2S^2-2S^2)/(1-S^2)=0$: charge is rearranged, not added. With $\xi_M$, $\xi_G$ and $\xi_P$ the centroids of $\varphi_M^2$, $\varphi_G^2$ and $\varphi_M\varphi_G$, the first moment changes by
\begin{equation}
\delta\mu=\frac{S^2}{1-S^2}\,(\xi_M+\xi_G-2\xi_P).
\end{equation}

Take $\varphi_M\propto e^{-\beta_M\xi^2}$ and $\varphi_G\propto e^{-\beta_G(\xi-d)^2}$. Completing the square in the product gives $\xi_P=\beta_Gd/(\beta_M+\beta_G)$, and hence
\begin{equation}
\delta\mu=\frac{S^2}{1-S^2}\,d\,
\frac{\beta_M-\beta_G}{\beta_M+\beta_G}.
\end{equation}
If the metal orbital is softer, $\beta_M<\beta_G$ and $\delta\mu<0$: the electrons move towards the metal. For $\nu$ such pairs per area, the same integration of Poisson's equation as for the transferred charge gives
\begin{equation}
\Delta_c=-\frac{e^2\nu}{\varepsilon_0}\,\delta\mu>0 .
\end{equation}
With $d=3.3$~\AA, $\beta_M=0.15$ and $\beta_G=0.60$~\AA$^{-2}$, the squared overlap is $0.059$ and $\delta\mu=-0.12$~\AA. Exchanging the exponents reverses the sign.

The model shows that overlap alone can produce a dipole of this direction. It predicts neither the direction nor the magnitude for a real interface: the Gaussians lack the node of a graphene $\pi$ orbital, which can change the sign, the model does not supply $\nu$, and it omits other rearrangements at a real surface. The adopted $\Delta_c=0.9$~eV corresponds to a dipole per graphene cell, in units of $e$, of
\begin{equation}
\frac{\varepsilon_0A\,\Delta_c}{e^2}=\frac{0.9}{34.54}\ \text{\AA}
=0.026\ \text{\AA}.
\end{equation}
A small charge displacement per cell is thus enough to move the crossover by nearly one electronvolt.

\subsection{Crossover and worked example}

The doping vanishes for $u=0$, so the crossover is
\begin{equation}
W_M^{(0)}=W_G+\Delta_c=4.5+0.9=5.4\ \text{eV}.
\end{equation}
For $\Delta_c>0$, metals with $W_G<W_M<W_G+\Delta_c$ dope the sheet with electrons, although a comparison of bare work functions predicts holes.

Take $W_M=4.9$~eV. Then $u=4.9-4.5-0.9=-0.5$~eV and $4\lambda|u|=2.915$, so
\begin{equation}
\Delta=\frac{-1.0}{1+\sqrt{3.915}}\ \text{eV}=-0.336\ \text{eV}.
\end{equation}
The density is
\begin{equation}
n=-\frac{(0.3357)^2}{\pi(5.964)^2}\ \text{\AA}^{-2}
=-1.01\times10^{17}\ \text{m}^{-2},
\end{equation}
or about $10^{13}$ electrons per cm$^2$. The transfer step is $-0.164$~eV, and $-0.336-0.164=-0.500$~eV recovers $u$. With $\Delta_c$ set to zero the same formula would give $+0.283$~eV, which has the wrong sign within this model.

\begin{center}
\begin{tabular}{rrrr}
$W_M$ & $\Delta$ & $\Delta$ for $\Delta_c=0$ & $n$\\
(eV) & (eV) & (eV) & ($10^{16}$ m$^{-2}$)\\[2pt]
4.2 & $-0.627$ & $-0.226$ & $-35.2$\\
4.5 & $-0.514$ & $0.000$ & $-23.7$\\
4.9 & $-0.336$ & $0.283$ & $-10.1$\\
5.3 & $-0.089$ & $0.473$ & $-0.7$\\
5.5 & $0.089$ & $0.554$ & $0.7$\\
5.9 & $0.336$ & $0.695$ & $10.1$
\end{tabular}
\end{center}

The closed formula was tested against a numerical charge balance with states counted from the full tight-binding contour. The largest deviation in the column $\Delta$ is $0.27$ percent of the lattice result, and in the column for $\Delta_c=0$ it is $0.35$ percent. This tests the linear band and the algebra, not the adopted $\Delta_c$ and $z$. Further values are in the numerical output below.

\subsection{Obtaining the parameters, and limits of use}

Two interface calculations can supply both parameters if the metals share $\Delta_c$ and $z$. Subtracting their balances eliminates $\Delta_c$:
\begin{equation}
\lambda=\frac{(W_{M1}-W_{M2})-(\Delta_1-\Delta_2)}
{\Delta_1|\Delta_1|-\Delta_2|\Delta_2|}.
\end{equation}
Either balance then gives $\Delta_c=W_M-W_G-\Delta-\lambda\Delta|\Delta|$. All work functions and shifts must come from the same level of theory. The two shifts should differ clearly, and at least one of the metals should lie well away from the crossover. Otherwise the denominator is small, and small errors in the shifts strongly affect $\lambda$. These conditions do not replace the shared $\Delta_c$, which real metals with different equilibrium distances satisfy only roughly. If $\Delta_c$ of the second metal is larger by $0.1$~eV, the fit returns $\lambda=1.67$~eV$^{-1}$ for the pair $4.2$ and $5.9$~eV and $2.34$~eV$^{-1}$ for the pair $4.9$ and $5.5$~eV, in place of $1.46$~eV$^{-1}$. A third metal tests whether a single pair of $\lambda$ and $\Delta_c$ describes all three.

Near the crossover, temperature matters when $|\Delta|$ is within a few $k_BT$, with $k_BT\approx0.026$~eV at room temperature. At $|u|=0.1$~eV and $300$~K, $|\Delta|$ falls only from $0.089$ to $0.086$~eV, but $|n|$ rises from $0.70$ to $0.85\times10^{16}$~m$^{-2}$. The density in the balance is then the thermal number of holes minus that of electrons,
\begin{equation}
n=\int_0^\infty\!\frac{2E\,dE}{\pi\hbar^2v^2}
\left[\frac1{e^{(E-\Delta)/k_BT}+1}
-\frac1{e^{(E+\Delta)/k_BT}+1}\right],
\end{equation}
and $\Delta+e^2nz/\varepsilon_0=u$ is solved numerically. The bracket vanishes at $\Delta=0$, so the crossover stays at $u=0$ if the parameters do not change.

The formula fails when hybridization destroys the cone, as in chemisorption. A change of $\Delta_c$ proportional to the transferred charge has the same form as the electrostatic step and only alters the effective $z$ in $\lambda$. The formula needs revision if $\Delta_c$ depends on the charge in another way, if $z$ changes with the charge, or if the distance varies along the surface so that $u$ is not uniform. For a metal whose $W_M$ lies within the uncertainty of $W_G+\Delta_c$, the formula cannot decide the carrier type, and an explicit calculation of that interface is needed.

\section*{Numbers as computed}
\begin{verbatim}
Graphene work function W_G = 4.50 eV
Contact-dipole lowering Delta_c = 0.90 eV
Crossover metal work function = 5.40 eV
Graphene-metal distance = 3.30 angstrom
Effective charge separation z = 0.90 angstrom
Hopping t = 2.80 eV
Carbon-carbon distance = 1.42 angstrom
Cell area A = 5.2388 angstrom^2
hbar v = 5.9640 eV angstrom
Dirac velocity v = 9.0609e+05 m/s
e^2/eps0 = 180.951 eV angstrom
alpha = e^2/(eps0 A) = 34.541 eV/angstrom
D0 = 0.09376 per eV^2 per cell
lambda = 1.4574 1/eV
Linear-to-root scale 1/(4 lambda) = 0.1715 eV
Metals: W_M, u, Delta, transfer step, Delta without Delta_c in eV;
signed hole density n in 1e16 m^-2
W_M 4.2  u -1.20  Delta -0.6270  step -0.5730  bare -0.2257  n -35.183
W_M 4.5  u -0.90  Delta -0.5144  step -0.3856  bare +0.0000  n -23.678
W_M 4.9  u -0.50  Delta -0.3357  step -0.1643  bare +0.2832  n -10.087
W_M 5.3  u -0.10  Delta -0.0886  step -0.0114  bare +0.4734  n -0.702
W_M 5.5  u +0.10  Delta +0.0886  step +0.0114  bare +0.5535  n +0.702
W_M 5.9  u +0.50  Delta +0.3357  step +0.1643  bare +0.6953  n +10.087
At u = 0.50 eV: full law = 0.3357 eV
  lattice-band solution = 0.3355 eV
  linear limit = 0.5000 eV
  square-root limit = 0.5857 eV
  local exponent, formula = 0.7527
  local exponent, lattice = 0.7516
  geometric capacitance = 0.0984 F/m^2
  quantum capacitance = 0.0963 F/m^2
  dDelta/du, capacitances = 0.5054
  dDelta/du, lattice = 0.5044
Largest formula-lattice deviation = 0.273 percent
Lattice/cone density ratio at 0.4 eV = 1.00343
Poisson step at u = 0.5 eV: 0.1643 eV
Overlapping charges, sheet deviation 0.30 angstrom: felt separation = 0.7432 angstrom
  same sheet without overlap = 0.7307 angstrom
Separate charges, sheet deviation 0.10 angstrom: felt separation = 0.8436 angstrom
Dipole per cell for Delta_c = 0.0261 e angstrom
Push-back model exponents: metal 0.15, graphene 0.60 angstrom^-2
Push-back model squared overlap = 0.0586
Electron moment change, soft metal = -0.1233 angstrom
Electron moment change, exchanged = +0.1233 angstrom
\end{verbatim}
